# Subbands and Spin Textures of a Hard-Wall Rashba Wire

## A gap estimate that exceeds the level spacing

A model wire 400 nm wide, with effective mass $0.03\,m_e$ and Rashba constant $\alpha=20$ meV nm, has its first two transverse levels 0.2350 meV apart at zero longitudinal wavevector. A two-mode estimate of the anticrossing between these subbands gives a gap of 0.2667 meV. This is impossible, because the smallest separation over all wavevectors cannot exceed the separation at one of them. Diagonalization with many modes gives 0.2208 meV. For a 100 nm wire of the same material the estimate is 1.0667 meV and the full result 1.0578 meV, a difference below 1%.

The two wires differ in the ratio of width to spin precession length. This ratio controls both the error of the two-mode picture and the bending of the spin texture at zero wavevector.

## Model and scaled equation

The electron moves freely along $x$ between hard walls at $y=0$ and $y=W$. With no magnetic field and uniform $\alpha>0$,

$$H=\frac{\hbar^2(k_x^2+k_y^2)}{2m}+\alpha(\sigma_xk_y-\sigma_yk_x),\qquad k_y=-i\partial_y .$$

Electron interactions and disorder are absent. Write $k$ for the conserved $k_x$ and define

$$k_{so}=\frac{m\alpha}{\hbar^2},\quad q=k_{so}W,\quad L=\frac{\pi}{k_{so}},\quad u=\frac yW,\quad \kappa=kW .$$

The spin precesses through $2k_{so}d$ over a distance $d$, so $L$ is the length of one full turn. Measure energy in $\hbar^2/(2mW^2)$. The Rashba prefactor becomes $(\alpha/W)(2mW^2/\hbar^2)=2q$, and with $p=-i\partial_u$

$$h=p^2+\kappa^2+2q(\sigma_xp-\sigma_y\kappa).$$

The term $\sigma_y\kappa$ separates the two spin directions within a transverse mode. The term $\sigma_xp$ mixes modes.

## Real blocks in the sine basis

The functions $\phi_n=\sqrt2\sin n\pi u$ satisfy the wall conditions. The derivative matrix is

$$D_{nm}=\int_0^1\phi_n\phi_m'\,du=2m\pi\int_0^1\sin(n\pi u)\cos(m\pi u)\,du .$$

Write the product as $\frac12[\sin(n+m)\pi u+\sin(n-m)\pi u]$ and use $\int_0^1\sin j\pi u\,du=[1-(-1)^j]/(j\pi)$. The result vanishes for even $n+m$. For odd $n+m$,

$$D_{nm}=2m\left(\frac1{n+m}+\frac1{n-m}\right)=\frac{4nm}{n^2-m^2}.$$

For spin take the $\sigma_y$ eigenstates $|\pm\rangle=(1,\pm i)^T/\sqrt2$, labelled by $s=\pm1$. Direct multiplication gives $\langle s|\sigma_x|-s\rangle=-is$. Since the matrix of $p$ is $-iD$, the mixing element is $2q(-is)(-iD_{nm})=-2qsD_{nm}$, which is real.

Let $R$ reflect $u\to1-u$. It reverses $p$, while conjugation by $\sigma_y$ reverses $\sigma_x$. Hence $R\sigma_y$ commutes with $h$. Because $R\phi_n=(-1)^{n+1}\phi_n$, its eigenvalue on $(n,s)$ is

$$\eta=s(-1)^{n+1}.$$

Each mode therefore enters a given $\eta$ block once, with $s_n=\eta(-1)^{n+1}$, and

$$h^{(\eta)}_{nm}=(\pi^2n^2+\kappa^2-2q\kappa s_n)\delta_{nm}-2qs_nD_{nm}.$$

The matrix is symmetric: $D$ is antisymmetric, and $s_n=-s_m$ wherever $D_{nm}$ is nonzero. Time reversal reverses $k$ and spin but not position, so $E_\eta(k)=E_{-\eta}(-k)$. Positive $k$ suffices if both blocks are kept.

The calculation then runs as follows.

1. Choose $N$ and form the two real $N\times N$ blocks.
2. Diagonalize over a grid of $\kappa$, ordering levels by energy within each block.
3. For $\kappa>0$, find the smallest separation of the two lowest levels in the $\eta=-1$ block, then refine $\kappa$ by a bounded minimization.
4. Treat coincidences between levels of different blocks as crossings.
5. Build the spin densities from the eigenvectors, and increase $N$ until the required quantities settle.

The anticrossing gaps below use $N=60$; the calculation with Dresselhaus coupling uses 30 transverse modes.

## The two-mode anticrossing and its error

For $k>0$ the states $(1,-)$ and $(2,+)$ approach each other. Both have $\eta=-1$, and $D_{12}=-8/3$, so their block is

$$\begin{pmatrix}\pi^2+\kappa^2+2q\kappa&-16q/3\\-16q/3&4\pi^2+\kappa^2-2q\kappa\end{pmatrix}.$$

With $\Delta=3\pi^2-4q\kappa$, the eigenvalue separation is $\sqrt{\Delta^2+(32q/3)^2}$. It is smallest at $\Delta=0$. Restoring units gives

$$k_c=\frac{3\pi^2}{4k_{so}W^2},\qquad \delta E_2=\frac{32q}{3}\,\frac{\hbar^2}{2mW^2}=\frac{16\alpha}{3W}.$$

At 100 nm, $\delta E_2=16(20)/300=1.0667$ meV.

The order of the error follows from the structure of the block. Hold $q\kappa$ fixed. Apart from the common $\kappa^2$, the diagonal is then fixed, and every off-diagonal element is proportional to $q$ and reverses $s$. Eliminating the other modes requires an even number of couplings to return to the same $s$ and an odd number to reverse it. The effective detuning is thus $\Delta+O(q^2)$ and the effective coupling is $(16q/3)[1+O(q^2)]$, so the relative gap error is $O(q^2)$. In a test, the two-mode gap was too large by fractions $2.125\times10^{-3}$ of itself at $q=0.4$ and $5.295\times10^{-4}$ at $q=0.2$. Their ratio is 4.01, as a quadratic law requires.

The position is less accurate than the gap. The nearest omitted state, $(3,-)$, couples to $(2,+)$ with magnitude $2q|D_{23}|=48q/5$. At the two-mode crossing it lies higher by $5\pi^2+4q\kappa=8\pi^2$. Second-order perturbation theory lowers $(2,+)$ by

$$\frac{(48q/5)^2}{8\pi^2}=1.17q^2,$$

which reduces $k_c$ by the fraction $1.17q^2/(3\pi^2)=0.039q^2$. At 100 nm, where $q=0.7874$, this is 2.4%. The computed reduction, from 0.09401 to 0.09160 nm$^{-1}$, is 2.6%.

| $W$ (nm) | $W/L$ | $k=0$ spacing (meV) | two-mode gap (meV) | full gap (meV) |
|---:|---:|---:|---:|---:|
| 100 | 0.251 | 3.760 | 1.067 | 1.058 |
| 200 | 0.501 | 0.940 | 0.533 | 0.515 |
| 400 | 1.003 | 0.235 | 0.267 | 0.221 |

The ratio of the two-mode gap to the $k=0$ spacing is $(32q/3)/(3\pi^2)=32q/(9\pi^2)$. It exceeds one for $q>9\pi^2/32=2.78$, or $W>0.88L$. The estimate must fail there. At 400 nm the full minimum is 94% of the $k=0$ spacing and lies at 0.00267 nm$^{-1}$ instead of the predicted 0.00588 nm$^{-1}$. It is a shallow dip in the separation of two mixed subbands, no longer an isolated meeting of two modes.

A point away from the minimum shows the truncation error directly. For $W=200$ nm and $k=0.03$ nm$^{-1}$, $q=1.5748$ and $\kappa=6$. The two diagonal entries are 64.77 and 56.58, and the coupling has magnitude 8.40. The eigenvalues are

$$60.67\pm\sqrt{4.09^2+8.40^2}=70.02,\ 51.33.$$

Multiplication by $1270/200^2=0.03175$ meV gives 2.223 and 1.630 meV. The full block gives 2.189 and 1.568 meV. The two-mode values lie above the full ones, as the Rayleigh–Ritz principle requires when basis functions are removed.

## Crossings that mixing cannot open

The states $(1,-)$ and $(3,+)$ have different $\eta$. Without mixing they meet at $4q\kappa=8\pi^2$. Mixing moves the meeting point but cannot couple the two states. At 200 nm the crossing lies at $k=0.05250$ nm$^{-1}$, where the full Hamiltonian, assembled by quadrature without using the block structure, shows two coincident levels.

The protection depends on reflection symmetry and on the form of the spin-orbit term. Linear Dresselhaus coupling, for a wire along a cubic axis, adds $\beta(\sigma_xk_x-\sigma_yk_y)$. Both parts change sign under $R\sigma_y$, so the blocks become coupled. With $\beta=1.184$ meV nm, about 6% of $\alpha$, the same crossing opens by 0.0476 meV.

## Exact texture at zero wavevector

At $\kappa=0$ the square can be completed:

$$h=p^2+2q\sigma_xp=(p+q\sigma_x)^2-q^2.$$

Let $U=\exp[-iq\sigma_x(u-\tfrac12)]$. Since $pU=-q\sigma_xU$ when $p$ differentiates $U$ alone, $(p+q\sigma_x)U\phi_n=U\,p\phi_n$. The factor $U$ leaves the zeros at the walls in place, so

$$\psi_{n,s}=U\phi_n|s\rangle,\qquad \varepsilon_n=\pi^2n^2-q^2 .$$

The common shift $-q^2$ explains why the $k=0$ spacing does not depend on $\alpha$ at fixed width.

The operator $U$ rotates spin about $x$ by $\theta=2q(u-\frac12)$. For $s=+1$ the spin densities are

$$s_y=\phi_n^2\cos\theta,\qquad s_z=\phi_n^2\sin\theta .$$

The total turn between walls is $2q$, which equals $2\pi$ at $W=L$. At $y=3W/4$ the angle is $q/2$, giving 22.6°, 45.1° and 90.2° for the three widths.

The mean spin of the lowest mode follows with $v=u-\frac12$:

$$f=\int_{-1/2}^{1/2}(1+\cos2\pi v)\cos2qv\,dv=\frac{\sin q}{q}+\frac{q\sin q}{\pi^2-q^2}=\frac{\pi^2\sin q}{q(\pi^2-q^2)}.$$

The second term comes from $\frac12[\sin(q+\pi)/(q+\pi)+\sin(q-\pi)/(q-\pi)]$ and $\sin(q\pm\pi)=-\sin q$. For a narrow wire $f\to1$. As $q\to\pi$, $\sin q\to\pi-q$ and $f\to\frac12$. The computed values are 0.960, 0.848 and 0.498.

The Hellmann–Feynman theorem connects this spin to the dispersion:

$$\frac{d\varepsilon}{d\kappa}=2\kappa-2q\langle\sigma_y\rangle .$$

The two lowest branches thus leave $k=0$ with slopes $\mp\alpha f$. At $W=L$ the linear splitting is half that of a narrow wire with the same $\alpha$, because the spin in different parts of the cross-section points in different directions.

## Texture at finite wavevector

A real block eigenvector gives $\psi=a_+(u)|+\rangle+a_-(u)|-\rangle$ with real amplitudes. Since $\langle+|\sigma_z|-\rangle=1$ and $\langle+|\sigma_x|-\rangle=-i$,

$$s_y=a_+^2-a_-^2,\qquad s_z=2a_+a_-,\qquad s_x=0 .$$

Then $s_y^2+s_z^2=(a_+^2+a_-^2)^2$: the spin is fully polarized at each point where the density is nonzero, and it lies in the $yz$ plane. Its angle from $+y$ is $2\,\mathrm{atan2}(a_-,a_+)$. The amplitudes have opposite parity about the centre, so the integral of $s_z$ vanishes although its local value does not. A reduced mean $\langle\sigma_y\rangle$ here signals bending, not loss of local polarization.

For the lowest branch in a narrow wire, $(1,+)$ acquires a small component of $(2,-)$. The coupling is $16q/3$ and the energy denominator is $3\pi^2+4q\kappa$, so

$$c_2\simeq-\frac{16q/3}{3\pi^2+4q\kappa}.$$

The small spin angle is $2a_-/a_+$. If only the second mode is kept in $a_-$, the angle is proportional to $c_2$, which gives

$$\theta(k)\simeq\frac{\theta(0)}{1+k/k_c}.$$

At $y=3W/4$, where the $n=4$ mode vanishes, the estimate for small $q$ is about 3% too large at $k=2k_c$ and 6% too large at $5k_c$. Towards the centre the angle falls faster than the estimate. Near the walls higher modes contribute more. Their larger energy denominators depend less on $k$, so the angle there falls more slowly than the estimate, even for small $q$. At 100 nm and $k=0.05$ nm$^{-1}$, the angle at $3W/4$ should be $22.56°/(1+0.05/0.09401)=14.7°$, which agrees with the computed 14.70°. At 400 nm and 0.01 nm$^{-1}$ the estimate is 33.4° against 36.61°, so it is only a guide there.

Widening the wire increases the bend at $k=0$ but lowers $k_c$ as $W^{-2}$. At fixed $k=0.05$ nm$^{-1}$ the angles for increasing width are 14.70°, 14.34° and 9.05°. The widest wire is then the least bent at this fractional position. For the lowest branch at $W\simeq L$, a strong bend across most of the wire belongs to small wavevectors. At larger $k$ it survives only near the walls, where the density is low: at 400 nm and $k=0.05$ nm$^{-1}$ the angle still approaches about 46° at the wall. Higher branches can bend strongly at larger $k$ too. Where the dominant amplitude has a node, the other amplitude alone sets the spin, which then points the opposite way.

Near the anticrossing the lower partner changes from mainly $(1,-)$ to mainly $(2,+)$. At $q=0.2$ its mean spin changes from $-0.990$ at half the minimum-gap wavevector to $0.989$ at one and a half times it. At the minimum itself the two slopes are equal, so the Hellmann–Feynman relation requires equal $\langle\sigma_y\rangle$ in both partners. Two modes alone would give zero. The admixture of $(3,-)$ in $(2,+)$ has weight $w=(48q/5)^2/(8\pi^2)^2=0.0148q^2$ and lowers the sum of the two spins by $2w$, or $w$ for each. At 100 nm this gives $-0.0092$, compared with the computed $-0.0093$. At 400 nm the value is $-0.188$, beyond the range of this leading-order estimate.

## Convergence of the sine expansion

The walls limit the convergence rate. Two integrations by parts, with $\psi(0)=\psi(1)=0$, give the spinor coefficient

$$c_n=-\frac{\sqrt2}{(n\pi)^2}\int_0^1\sin(n\pi u)\psi''\,du
\simeq-\frac{\sqrt2\,[\psi''(0)-(-1)^n\psi''(1)]}{(n\pi)^3}.$$

At a wall $\psi=0$, so the eigenvalue equation reduces to $\psi''=-2iq\sigma_x\psi'$. Each sine has zero second derivative there, whereas the solution does not. The coefficients therefore fall as $n^{-3}$.

The Rayleigh–Ritz energy error is quadratic in the omitted part. The kinetic term dominates it when $\pi N$ is large compared with both $q$ and $\sqrt{4q|\kappa|}$, so large wavevectors need more modes before the law below applies. The cross term between the walls alternates in sign and drops out at leading order. With $S=|\psi'(0)|^2+|\psi'(1)|^2$,

$$E_N-E\simeq\sum_{n>N}n^2\pi^2\,\frac{8q^2S}{(n\pi)^6}\simeq\frac{8q^2S}{3\pi^4N^3}.$$

For the first level at $k=0$, $S=4\pi^2$ and the error is $32q^2/(3\pi^2N^3)$. At 400 nm and $N=40$ this is $1.675\times10^{-4}$ scaled units. Multiplication by 7.94 μeV gives 0.00133 μeV, equal to the computed error. Agreement this close is special to $q\simeq\pi$ and even $N$. The sum of $n^{-4}$ is smaller than $1/(3N^3)$ by the fraction $3/(2N)$, about 4% here, while for even $N$ the neglected cross term adds the fraction $-3\cos q/(2N)$, which cancels it at $q=\pi$. Doubling $N$ reduces the energy error about eightfold.

A check at finite $k$ uses no sine functions. In the bulk, $\sigma_xp-\sigma_y\kappa$ has eigenvalues $K=\pm\sqrt{p^2+\kappa^2}$, so $\varepsilon=K^2+2qK$. At given energy this yields

$$K=-q\pm\sqrt{q^2+\varepsilon},\qquad p=\pm\sqrt{K^2-\kappa^2},$$

hence four waves, propagating or evanescent. Requiring both spin components to vanish at both walls selects the energies, apart from spurious roots where two of the four waves coincide, as at $p=0$. There the combination that meets the conditions is zero everywhere. For $q=3$ and $\kappa=2$, the two lowest levels of each block with $N=160$ agree with this matching to $1.1\times10^{-5}$ scaled units.

## Model error in an InAs wire

The mass and $\alpha$ are rough values for an InAs quantum well; $\alpha$ varies with the well and gate voltage. Truncation error is negligible beside the model's omissions. With a rough 200 meV barrier, wavefunction leakage reduces the spacing of the 100 nm wire by 9.4%. Read as a larger effective width, this is a 5% widening and would lower the gap by about 5%. A two-band estimate of nonparabolicity changes the mass by roughly 5–7% at that anticrossing; the lower value includes the confinement energy of a 15 nm well. For an assumed mobility of $10^5$ cm$^2$/Vs, the transport time is 1.7 ps and $\hbar/\tau=0.39$ meV. This is below the 1.06 meV gap at 100 nm but above the 0.22 meV gap at 400 nm. The transport time gives little weight to small-angle scattering, however, and the single-particle lifetime that sets the level broadening can be several times shorter. If it is shorter by more than a factor of about 2.7, the broadening exceeds the 100 nm gap as well. The unscreened Coulomb scale, 0.96 meV at 100 nm and 0.24 meV at 400 nm, is comparable with the gap in both wires. Thermal smearing at 0.3 K, taken as $3.5k_BT$, is 0.09 meV. Placing the Fermi level at the anticrossing needs a density, averaged over the width, of about $1.5\times10^{11}$ cm$^{-2}$ at 100 nm but only about $2.5\times10^{9}$ cm$^{-2}$ at 400 nm. There the anticrossing lies 0.18 meV above the band bottom, below both $\hbar/\tau$ and the Coulomb scale, and the assumed mobility is unlikely to hold at so low a density. Because $\hbar/\tau$ already exceeds its gap, the anticrossing of the widest wire would be hard to resolve under these conditions, and its ideal spectrum should not be taken as a device prediction. Self-consistent band bending and spin-orbit coupling from lateral edge fields are also left out; their sizes are not estimated here. The remaining values are in the numerical output.

## Calculated quantities

```
mass 0.03 m_e; alpha 20.0 meV nm; hbar^2/2m 1270.0 meV nm^2
k_so 0.007874 1/nm; full-turn precession length L 399.0 nm
wave-matching max energy difference 1.10e-05 (scaled)
two-mode gap relative error: q=0.4 2.125e-03, q=0.2 5.295e-04
q=0.2 lower-partner <sigma_y>: before -0.9897, after 0.9889
W 100 nm: W/L 0.2506, q 0.7874, k=0 spacing 3.7603 meV
  two-mode: k_c 0.09401 1/nm, coupling 0.5333 meV, gap 1.0667 meV
  full: k 0.09160 1/nm, gap 1.0578 meV, gap/(k=0 spacing) 0.2813
  full/two-mode gap 0.9917; <sigma_y> of both partners -0.0093, -0.0093
  lowest branch k 0.00 1/nm: <sigma_y> 0.9601, angle at 3W/4 22.56 deg
  lowest branch k 0.01 1/nm: <sigma_y> 0.9672, angle at 3W/4 20.41 deg
  lowest branch k 0.05 1/nm: <sigma_y> 0.9826, angle at 3W/4 14.70 deg
W 200 nm: W/L 0.5013, q 1.5748, k=0 spacing 0.9401 meV
  two-mode: k_c 0.02350 1/nm, coupling 0.2667 meV, gap 0.5333 meV
  full: k 0.02095 1/nm, gap 0.5145 meV, gap/(k=0 spacing) 0.5473
  full/two-mode gap 0.9648; <sigma_y> of both partners -0.0393, -0.0393
  lowest branch k 0.00 1/nm: <sigma_y> 0.8481, angle at 3W/4 45.12 deg
  lowest branch k 0.01 1/nm: <sigma_y> 0.9201, angle at 3W/4 32.23 deg
  lowest branch k 0.05 1/nm: <sigma_y> 0.9826, angle at 3W/4 14.34 deg
W 400 nm: W/L 1.0026, q 3.1496, k=0 spacing 0.2350 meV
  two-mode: k_c 0.00588 1/nm, coupling 0.1333 meV, gap 0.2667 meV
  full: k 0.00267 1/nm, gap 0.2208 meV, gap/(k=0 spacing) 0.9394
  full/two-mode gap 0.8279; <sigma_y> of both partners -0.1878, -0.1878
  lowest branch k 0.00 1/nm: <sigma_y> 0.4981, angle at 3W/4 90.23 deg
  lowest branch k 0.01 1/nm: <sigma_y> 0.9010, angle at 3W/4 36.61 deg
  lowest branch k 0.05 1/nm: <sigma_y> 0.9919, angle at 3W/4 9.05 deg
W 200 nm, k 0.03 1/nm, eta +1: levels 0.8201, 2.6429, 3.5886 meV
W 200 nm, k 0.03 1/nm, eta -1: levels 1.5676, 2.1889, 4.2416 meV
W 400 nm, k=0, N 10: first-level error 0.08575 micro-eV
W 400 nm, k=0, N 20: first-level error 0.01066 micro-eV
W 400 nm, k=0, N 40: first-level error 0.00133 micro-eV
W 400 nm, k=0, N 80: first-level error 0.00017 micro-eV
Dresselhaus: gamma 27.0 meV nm^3, well 15.0 nm, beta 1.184 meV nm, beta/alpha 0.0592
W 200 nm protected crossing: k 0.05250 1/nm; Dresselhaus gap 0.0476 meV
W 200 nm main gap with Dresselhaus 0.5110 meV (without 0.5145 meV)
cubic Dresselhaus/alpha scale at W 100 nm: 0.0113
rough inputs: barrier 200.0 meV, bandgap 400.0 meV, eps_r 15.0, T 0.3 K, mobility 100000 cm2/Vs
W 100 nm: finite-wall spacing change -9.41 %, unscreened Coulomb scale 0.9600 meV
W 400 nm: finite-wall spacing change -2.47 %, unscreened Coulomb scale 0.2400 meV
W 100 nm anticrossing energy 13.737 meV; nonparabolic mass change 2E/Eg 6.87 %
thermal width 3.5 kT 0.0905 meV; transport time 1.706 ps; hbar/tau 0.3859 meV
```
